# Regularized expectation of 1/r12³ for a product of hydrogenic 1s orbitals: a numerical check

```python
"""
Result under test (Hartree atomic units, lengths in bohr):
    <P(1/r12^3)> = Z^3 [2/3 - ln(2Z)/2]
for the product of two hydrogenic 1s orbitals of nuclear charge Z, where
    <P(1/r12^3)> = lim_{a->0} [ <theta(r12-a)/r12^3>
                               + 4 pi (gamma + ln a) <delta(r12)> ].
Symbols: a = cutoff radius, gamma = Euler's constant,
n(r) = density of one 1s electron, h(r) = density of the vector r12,
q = wave number, R = exp(-gamma) = radius of the subtracted form.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.constants import physical_constants, angstrom

GAMMA = np.euler_gamma
PI = np.pi
NODES, WEIGHTS = np.polynomial.legendre.leggauss(60)
PANEL_NODES, PANEL_WEIGHTS = np.polynomial.legendre.leggauss(24)


def density(r, Z):
    return Z**3 / PI * np.exp(-2 * Z * r)


def h_numeric(r, Z):
    """Two-dimensional quadrature over r1 and s = |r1 + r|."""
    total = 0.0
    for low, high in ((0.0, r), (r, r + 22.0 / Z)):
        half = 0.5 * (high - low)
        r1 = low + half * (NODES + 1)
        s_low = np.abs(r1 - r)
        s_half = 0.5 * (r1 + r - s_low)
        s = s_low[:, None] + s_half[:, None] * (NODES + 1)
        inner = s_half * ((s * density(s, Z)) @ WEIGHTS)
        total += half * np.sum(WEIGHTS * r1 * density(r1, Z) * inner)
    return 2 * PI * total / r


def h_closed(r, Z):
    x = 2 * Z * r
    return Z**3 / (8 * PI) * np.exp(-x) * (1 + x + x**2 / 3)


def contact_numeric(Z):
    """<delta(r12)> as the integral of the squared density."""
    return quad(lambda r: 4 * PI * r**2 * density(r, Z)**2,
                0, 22.0 / Z, epsabs=1e-13, epsrel=1e-12)[0]


def bare_integral(a, Z):
    """<theta(r12-a)/r12^3>, integrated in the variable ln r."""
    edges = np.linspace(np.log(a), np.log(22.0 / Z), 10)
    total = 0.0
    for low, high in zip(edges[:-1], edges[1:]):
        half = 0.5 * (high - low)
        radii = np.exp(low + half * (PANEL_NODES + 1))
        values = np.array([h_numeric(r, Z) for r in radii])
        total += half * np.sum(PANEL_WEIGHTS * values)
    return 4 * PI * total


def counterterm(a, Z):
    return 4 * PI * (GAMMA + np.log(a)) * contact_numeric(Z)


def from_definition(Z):
    """Limit a -> 0 by removing the quadratic cutoff error."""
    a = 0.01 / Z
    coarse = bare_integral(a, Z) + counterterm(a, Z)
    fine = bare_integral(a / 2, Z) + counterterm(a / 2, Z)
    return (4 * fine - coarse) / 3


def from_momentum(Z):
    def integrand(q):
        if q == 0:
            return 0.0
        return (2 / PI * q**2 * (1 - np.log(q))
                / (1 + q**2 / (4 * Z**2))**4)
    return (quad(integrand, 0, 2 * Z, epsrel=1e-11)[0]
            + quad(integrand, 2 * Z, np.inf, epsrel=1e-11)[0])


def from_subtraction(Z):
    R = np.exp(-GAMMA)
    h0 = h_closed(0.0, Z)
    inside = quad(lambda r: (h_closed(r, Z) - h0) / r, 0, R,
                  epsabs=1e-11, epsrel=1e-11)[0]
    outside = quad(lambda r: h_closed(r, Z) / r, R, R + 22.0 / Z,
                   epsabs=1e-11, epsrel=1e-11)[0]
    return 4 * PI * inside, 4 * PI * outside


def closed_result(Z):
    return Z**3 * (2 / 3 - 0.5 * np.log(2 * Z))


# Density of r12 against direct quadrature, including its value at zero.
Z = 4.0
for r in (0.003, 0.1, 0.4, 1.2):
    assert abs(h_numeric(r, Z) / h_closed(r, Z) - 1) < 1e-8
assert abs(contact_numeric(Z) / h_closed(0.0, Z) - 1) < 1e-9
print(f"Worked example: Z = {Z:.0f}")
print(f"<delta(r12)> = {contact_numeric(Z):.6f} bohr^-3")
print(f"h(0.1 bohr) by quadrature = {h_numeric(0.1, Z):.6f} bohr^-3")
print(f"h(0.1 bohr) closed form   = {h_closed(0.1, Z):.6f} bohr^-3")

# Divergence, cancellation and leading cutoff error.
print("Cutoff table: a in bohr, other columns in bohr^-3")
print("a, bare integral, counterterm, sum, sum-limit, Z^5 a^2/6")
for a in (0.1, 0.01, 0.001):
    bare, counter = bare_integral(a, Z), counterterm(a, Z)
    error = bare + counter - closed_result(Z)
    leading = Z**5 * a**2 / 6
    # The next term is of relative order (2Za)^2/8.
    assert abs(error / leading - 1) < (2 * Z * a)**2 / 4 + 1e-4
    print(f"{a:.3f} {bare:.5f} {counter:.5f} {bare + counter:.5f}"
          f" {error:.6f} {leading:.6f}")

# Three numerical roads against the closed result.
print("Z table: expectation values in bohr^-3, last column <P>/Z^3")
print("Z, definition, momentum integral, closed form, <P>/Z^3")
scaled = {}
for charge in (1.0, 2.0, 4.0, 8.0):
    direct = from_definition(charge)
    momentum = from_momentum(charge)
    exact = closed_result(charge)
    assert abs(direct - exact) < 1e-7 * charge**3
    assert abs(momentum - exact) < 1e-7 * charge**3
    assert abs(sum(from_subtraction(charge)) - exact) < 1e-7 * charge**3
    scaled[charge] = direct / charge**3
    print(f"{charge:.0f} {direct:.6f} {momentum:.6f} {exact:.6f}"
          f" {scaled[charge]:.6f}")

# The logarithmic slope must equal minus 4 pi times the contact density.
slope = (scaled[8.0] - scaled[1.0]) / np.log(8.0)
contact_slope = -4 * PI * contact_numeric(1.0)
assert abs(slope - contact_slope) < 1e-7
print(f"Slope of <P>/Z^3 against ln Z = {slope:.6f}")
print(f"-4 pi <delta(r12)> at Z=1 = {contact_slope:.6f} bohr^-3")
print(f"Change of <P>/Z^3 from Z=4 to 8 = {scaled[8.0]-scaled[4.0]:.6f}")

log_part = -0.5 * Z**3 * np.log(Z)
power_part = 0.5 * Z**3 * (4 / 3 - np.log(2))
assert abs(log_part + power_part - from_momentum(Z)) < 1e-6
print(f"Z=4: Z^3 ln Z part = {log_part:.6f} bohr^-3")
print(f"Z=4: Z^3 part = {power_part:.6f} bohr^-3")

inside, outside = from_subtraction(Z)
assert inside < 0 < outside
print(f"Subtraction radius R = {np.exp(-GAMMA):.6f} bohr")
print(f"Z=4: subtracted part r<R = {inside:.6f} bohr^-3")
print(f"Z=4: part r>R = {outside:.6f} bohr^-3")

Z_zero = np.exp(4 / 3) / 2
assert abs(from_definition(Z_zero)) < 1e-6
assert from_definition(0.9 * Z_zero) > 0 > from_definition(1.1 * Z_zero)
print(f"Sign change at Z = {Z_zero:.6f}")

# Fourier transform of the regularized operator, from its definition.
q, a = 1.7, 1e-3
kernel = lambda r: mp.sin(q * r) / (q * r**2)
radial = (mp.quad(kernel, [a, 0.01, 0.1, 1])
          + mp.quadosc(kernel, [1, mp.inf], omega=q))
transform = float(4 * PI * (radial + GAMMA + mp.log(a)))
transform_closed = 4 * PI * (1 - np.log(q))
# The finite cutoff leaves an error of about 4 pi (qa)^2/12.
assert abs(transform - transform_closed) < 1e-5
print(f"Transform at q=1.7/bohr, a=0.001 bohr: {transform:.5f}")
print(f"4 pi (1 - ln q) at q=1.7/bohr: {transform_closed:.5f}")

# Fourier transform of the one-electron density.
form_numeric = quad(lambda r: 4 * PI * r * np.sin(q * r) / q
                    * density(r, Z), 0, 22.0 / Z, epsrel=1e-11)[0]
assert abs(form_numeric - (1 + q**2 / (4 * Z**2))**-2) < 1e-9

# A reference length tied to the atom removes the logarithm.
for charge in (1.0, 4.0):
    length = 1 / (2 * charge)
    shifted = (from_definition(charge)
               - 4 * PI * contact_numeric(charge) * np.log(length))
    assert abs(shifted / charge**3 - 2 / 3) < 1e-7
print(f"Z=4, reference length 1/(2Z): {shifted:.6f} bohr^-3")

# Unit conversion versus a changed reference length.
bohr = physical_constants["Bohr radius"][0] / angstrom
converted = closed_result(Z) / bohr**3
all_angstrom = from_definition(Z / bohr)
reference_shift = -4 * PI * contact_numeric(Z) * np.log(1 / bohr)
assert abs(all_angstrom * bohr**3
           - closed_result(Z) - reference_shift) < 1e-5
print(f"1 bohr = {bohr:.6f} angstrom")
print(f"Z=4 result, bohr in logarithm = {converted:.4f} angstrom^-3")
print(f"Z=4, angstrom in logarithm = {all_angstrom:.4f} angstrom^-3")
print(f"The latter in atomic units = {all_angstrom*bohr**3:.6f} bohr^-3")
print(f"Shift by changed reference = {reference_shift:.6f} bohr^-3")

print("PASS")
```

Running it gives:

```
Worked example: Z = 4
<delta(r12)> = 2.546479 bohr^-3
h(0.1 bohr) by quadrature = 2.303670 bohr^-3
h(0.1 bohr) closed form   = 2.303670 bohr^-3
Cutoff table: a in bohr, other columns in bohr^-3
a, bare integral, counterterm, sum, sum-limit, Z^5 a^2/6
0.100 32.94473 -55.21182 -22.26709 1.608374 1.706667
0.010 105.03614 -128.89454 -23.85841 0.017053 0.017067
0.001 178.70198 -202.57727 -23.87529 0.000171 0.000171
Z table: expectation values in bohr^-3, last column <P>/Z^3
Z, definition, momentum integral, closed form, <P>/Z^3
1 0.320093 0.320093 0.320093 0.320093
2 -0.211844 -0.211844 -0.211844 -0.026481
4 -23.875463 -23.875463 -23.875463 -0.373054
8 -368.449379 -368.449380 -368.449380 -0.719628
Slope of <P>/Z^3 against ln Z = -0.500000
-4 pi <delta(r12)> at Z=1 = -0.500000 bohr^-3
Change of <P>/Z^3 from Z=4 to 8 = -0.346574
Z=4: Z^3 ln Z part = -44.361420 bohr^-3
Z=4: Z^3 part = 20.485957 bohr^-3
Subtraction radius R = 0.561459 bohr
Z=4: subtracted part r<R = -24.957113 bohr^-3
Z=4: part r>R = 1.081650 bohr^-3
Sign change at Z = 1.896834
Transform at q=1.7/bohr, a=0.001 bohr: 5.89830
4 pi (1 - ln q) at q=1.7/bohr: 5.89830
Z=4, reference length 1/(2Z): 42.666667 bohr^-3
1 bohr = 0.529177 angstrom
Z=4 result, bohr in logarithm = -161.1196 angstrom^-3
Z=4, angstrom in logarithm = -298.5550 angstrom^-3
The latter in atomic units = -44.241284 bohr^-3
Shift by changed reference = -20.365821 bohr^-3
PASS
```
